# Lifshitz Tails in Random Alloys and the Supercells Needed to See Them

## The decision: how large a cell?

Suppose a supercell calculation is to show the electronic states that a random alloy has deep below its average band edge. One must decide how many sites to include, or whether random sampling can reach those states at all. Such states sit in rare regions that happen to contain mostly one species, so the cell size follows from the probability of such a region. That probability also gives the density of states near the true band edge.

## Model and statement

Take a hypercubic lattice in $d$ dimensions with unit spacing, one orbital per site and $H=T+V$, where
$$\langle\psi|T|\psi\rangle=t\sum_{\langle ij\rangle}(\psi_i-\psi_j)^2,\qquad t>0 .$$
Independently at each site, $V_i=0$ (species A) with probability $p=1-x$, or $V_i=W>0$ (species B) with probability $x$, where $0<x<1$. Let $N(E)$ be the mean number of levels at or below $E$, per site of a very large sample.

Both terms of $H$ are non-negative, so no level lies below zero. Arbitrarily large pure A regions occur somewhere in an infinite sample, and their lowest levels approach zero. The true edge is therefore $E=0$, not the mean edge $xW$. The claim is
$$\lim_{E\to0}E^{d/2}\ln N(E)=-c,\qquad c=|\ln(1-x)|\,\omega_d\,j^d\,t^{d/2}. \tag{1}$$
Here $\omega_d$ is the volume of the unit ball and $j$ is the first positive zero of $J_{d/2-1}$, which is $\pi/2$, $2.405$, $\pi$ for $d=1,2,3$. Equation (1) fixes the leading exponent but no prefactor.

## Lower bound: one pure ball

In a large ball of radius $\rho$ with $\psi=0$ outside, the lowest state varies slowly and $T\to-t\nabla^2$. The regular radial solution of $-\nabla^2\phi=k^2\phi$ is $r^{1-d/2}J_{d/2-1}(kr)$. It first vanishes at $k\rho=j$, so the level is $tj^2/\rho^2$. Setting this equal to $E$ gives $\rho=j\sqrt{t/E}$ and
$$n(E)=\omega_d\rho^d=\omega_dj^d(t/E)^{d/2}\ \text{sites}. \tag{2}$$
Sampling $\phi$ on the lattice gives a trial function with this energy up to a factor tending to 1. Enlarging the ball by a factor tending to 1 therefore brings the energy below $E$; this correction does not affect the limit and is left out of the formulas below.

Divide space into blocks of side $b\approx2\rho+2$, with a ball in each, so that different balls share no bond. A ball is pure with probability $p^{n(E)}$. The trial functions of pure balls are orthogonal and $H$ does not couple them, so the min–max principle gives at least one level below $E$ per pure ball:
$$N(E)\ge b^{-d}p^{\,n(E)} .$$
Since $\ln b^d$ grows only as $\ln(1/E)$, it vanishes after multiplication by $E^{d/2}$. Hence the lower limit of $E^{d/2}\ln N$ is at least $-c$.

## Upper bound: the exponent

Dropping the non-negative bond terms between boxes of side $L$ lowers the energy and leaves independent Neumann boxes. A box has at most $L^d$ levels, and has one below $E$ only if its lowest level $E_1\le E$. Thus $N(E)\le P(E_1\le E)$.

In a box, $T$ has the constant ground state $\phi_0$ at zero energy and the gap
$$g=2t\left(1-\cos\frac{\pi}{L}\right)=4t\sin^2\frac{\pi}{2L}\ge\frac{4t}{L^2}.$$
Replace $V$ by $V'=\min(V,v)$ with $v=g/3$. For large $L$, $v\le W$, so $V'=v$ on every B site. This can only lower the levels. Let $E_1',E_2'$ be the lowest levels of $H'=T+V'$, and $y$ the B fraction. No level lies between $E_1'$ and $E_2'$, so $\langle(H'-E_1')(H'-E_2')\rangle\ge0$ in $\phi_0$. Solving for $E_1'$ gives Temple's inequality,
$$E_1'\ge\langle H'\rangle-\frac{\langle H'^2\rangle-\langle H'\rangle^2}{E_2'-\langle H'\rangle}.$$
Because $T\phi_0=0$, $\langle H'\rangle=vy$ and $\langle H'^2\rangle=v^2y$. Also $E_2'\ge g$, so the denominator is at least $g-v=2g/3$. Therefore
$$E_1\ge vy-\frac{v^2y}{2g/3}=\frac{gy}{6}. \tag{3}$$
If $E_1\le E$, then $y\le6E/g\le3EL^2/(2t)$. Choosing $L^2\le xt/(3E)$ forces $y\le x/2$.

To bound the chance of so few B sites among $m$ sites, let $n_B$ be their number. For $\lambda>0$ and $\delta<x$, Markov's inequality gives
$$P(n_B\le\delta m)\le e^{\lambda\delta m}(1-x+xe^{-\lambda})^m .$$
The best choice is $e^{-\lambda}=\delta(1-x)/[x(1-\delta)]$, which yields
$$P\le e^{-mD(\delta\|x)},\quad D(\delta\|x)=\delta\ln\frac{\delta}{x}+(1-\delta)\ln\frac{1-\delta}{1-x}. \tag{4}$$
With $m=L^d\propto E^{-d/2}$, this proves the power $d/2$, though not yet the constant.

## Upper bound: the sharp constant

Set $R=\sqrt{t/E}$. Cover space with overlapping cubes of side $KR$, centred $KR/2$ apart, and choose smooth functions $\chi_k$, one supported in each cube, with $\sum_k\chi_k^2=1$ and slopes of order $1/(KR)$. Expanding the squares on one bond gives
$$\sum_k(\chi_{k,i}\psi_i-\chi_{k,j}\psi_j)^2=(\psi_i-\psi_j)^2+\psi_i\psi_j\sum_k(\chi_{k,i}-\chi_{k,j})^2 .$$
Cutting $\psi$ into pieces therefore costs at most $C t/(KR)^2=CE/K^2$ per unit norm, with $C$ a constant. The map $\psi\mapsto(\chi_k\psi)$ preserves the norm, so the levels of $H$ below $E$ are no more numerous than those of all separate cubes below $E'=E(1+C/K^2)$. There are $(2/KR)^d$ cubes per site, each with at most $(KR)^d$ levels. Thus
$$N(E)\le2^dP(\text{a cube has a level}\le E').$$

Divide a cube into $(K/\varepsilon)^d$ cells of side $\varepsilon R$. Call a cell depleted if its B fraction is at most $\varepsilon$. Let $\psi\ge0$ be a normalized state in the cube with energy at most $E'$; taking the absolute value does not raise the energy. In the other cells, (3) gives an energy per unit weight of at least
$$\frac{\varepsilon}{6}\,\frac{4t}{(\varepsilon R)^2}=\frac{2E}{3\varepsilon}.$$
The weight there is at most $(3\varepsilon/2)E'/E$, hence below $2\varepsilon$ for large $K$.

Measure length in units of $R$ and interpolate $\psi$ linearly along each axis to a continuous $u$. Its derivatives are averages of bond differences, so $\int|\nabla u|^2\le E'/E$, and its norm tends to 1 as $R\to\infty$. Let $A$ be the union of depleted cells, and cut off small values by $w=\max(u-\eta,0)$ with $\eta=\varepsilon^{1/4}$. Then:

- the gradient energy of $w$ does not exceed that of $u$;
- $\|w\|\ge\|u\|-\eta K^{d/2}$, since at most $\eta$ was removed in a cube of volume $K^d$;
- the support of $w$ has volume at most $|A|+3\varepsilon/\eta^2=|A|+3\sqrt\varepsilon$ for small $E$, since $u>\eta$ there and little weight lies outside $A$.

Among supports of equal volume, the ball has the lowest level. To see this, let $m(h)$ be the volume where $w>h$ and $S(h)$ the area of its surface. Then $-m'(h)=\int_{w=h}dS/|\nabla w|$, and Cauchy–Schwarz gives
$$\int|\nabla w|^2=\int dh\int_{w=h}|\nabla w|\,dS\ge\int dh\,\frac{S(h)^2}{-m'(h)} .$$
Rearranging $w$ into a radial decreasing function keeps $m(h)$ and the norm, makes Cauchy–Schwarz an equality, and gives the smallest $S(h)$ by the isoperimetric inequality. This is the Faber–Krahn result.

A ball of volume $\omega_dj^d$ has level 1 in these units. Hence $|A|\ge\omega_dj^d(1-\kappa)$, where $\kappa\to0$ when first $\varepsilon\to0$ and then $K\to\infty$. At fixed $K,\varepsilon$ there are at most $2^{(K/\varepsilon)^d}$ patterns of depleted cells, a number independent of $E$. By (4), each adequate pattern has probability at most $\exp[-|A|R^dD(\varepsilon\|x)]$. Since $D(\varepsilon\|x)\to|\ln(1-x)|$ and $R^dE^{d/2}=t^{d/2}$, the upper limit of $E^{d/2}\ln N$ is at most $-c$. This proves (1).

Lattice balls confirm the geometry. Extrapolated to large size, $En^{2/d}/t$ is 18.16 in two dimensions and 25.7 in three, where the result moves by about 0.1 with the pair of radii used; the continuum values $\omega_d^{2/d}j^2$ are 18.17 and 25.65.

## From density of states to supercell

A cell of $M$ sites holds on average $MN(E)$ levels below $E$. If the rare regions are small compared with the cell, nearly independent, and carry one such level each, their number is Poisson distributed:
$$P(\text{at least one})\simeq1-e^{-MN(E)} .$$
The required size is thus $M\simeq1/N(E)$, and deep in the tail
$$\ln M\simeq cE^{-d/2},\qquad E_{\min}(M)\simeq(c/\ln M)^{2/d}. \tag{5}$$
This requires $E_{\min}$ to be small compared with both $xW$ and $t$, and $\ln M$ to be large compared with the logarithm of the omitted prefactor. For dilute B sites the second condition is severe: in the strong-barrier chain below, $N\simeq xp^n$, so $\ln M$ must greatly exceed $\ln(1/x)$. The cell must also contain the region and its decaying wave function. A smaller cell of random composition can be all A with probability $p^M$. Its periodic repetition is then a pure crystal with a level at $E=0$, an artefact of repetition.

If the composition is fixed, A sites are drawn without replacement. The chance of $n$ pure sites changes by the factor
$$\prod_{i=0}^{n-1}\frac{1-i/(pM)}{1-i/M}\simeq\exp\left[-\frac{n^2x}{2pM}\right], \tag{6}$$
from $\ln(1-z)\simeq-z$ and $\sum i\simeq n^2/2$, valid for $n\ll pM$ and $n^3\ll6(pM)^2$.

**The chain as a check.** For $d=1$ and $W\gg t$, B sites cut the chain into runs. A run of $n$ A sites has density $x^2p^n$ and levels $2t[1-\cos(k\pi/(n+1))]$. With $\cos\theta=1-E/2t$, level $k$ lies below $E$ if $n\ge n_k=\lceil k\pi/\theta\rceil-1$. Summing the geometric series,
$$N(E)=\sum_k\sum_{n\ge n_k}x^2p^n=x\sum_kp^{n_k}.$$
For small $E$, $\theta\simeq\sqrt{E/t}$ and the first term gives $\ln N\simeq-\pi|\ln p|\sqrt{t/E}$, which is (1) with $\omega_1j=\pi$. Random chains of 1000 sites with $x=0.3$ and $W=10^4t$ were sampled at $E=0.0234t$, where a run of 20 is needed. They gave $N=2.34\times10^{-4}$, against $2.40\times10^{-4}$ from the formula. A level was present in 20.7% of the chains; the Poisson estimate is 21.3%. In this strong-barrier chain the tail is within easy reach.

## Finite depth: soft walls and partial depletion

When $E$ is not small compared with $xW$, the wave function leaks into the surrounding alloy, and a few B sites near the rim cost little energy. Let $y_i$ be the local B probability. Stirling's formula, applied to the binomial probability of exactly $n_B=\delta m$, gives $e^{-mD(\delta\|x)}$ up to a power of $m$, so the bound (4) is attained to leading exponential order. A smooth profile therefore has probability $e^{-S}$ to that order, with $S=\sum_iD(y_i\|x)$. Minimize $S$ at fixed $\langle\psi|T+Wy|\psi\rangle=E$ with multiplier $\mu$. Since $\partial D/\partial y=\ln\frac{y}{1-y}-\ln\frac{x}{1-x}$,
$$\ln\frac{y_i}{1-y_i}=\ln\frac{x}{1-x}-\mu W\psi_i^2 . \tag{7}$$
For given $\psi$, (7) is the cheapest profile at energy $E$. The new ground state of $T+Wy$ has energy no higher than $E$, which leaves room to lower $S$ again. Alternating the two steps therefore never raises $S$. A radial solution found this way gives an upper estimate of the minimum cost.

In two dimensions the approach of this smooth-profile cost to (1) can be derived. Write $T\to-K\nabla^2$ with $K=ts$, where $s$ is the area per site. At leading order $S=c/E$, so $\mu=-dS/dE=c/E^2$. The normalized disc state has squared slope $j^2/(\pi\rho^4)$ per unit area at its rim, with $\rho^2=Kj^2/E$. At distance $z$ inside the rim,
$$\mu W\psi_i^2\simeq\frac{c}{E^2}\,Ws\,\frac{j^2z^2}{\pi\rho^4}=|\ln(1-x)|\frac{W}{K}z^2,$$
using $c=|\ln(1-x)|\pi j^2K/s$. The energy has dropped out: the rim has a fixed thickness while $\rho\propto E^{-1/2}$. The relative correction to the area, and to the cost, is thus proportional to $\sqrt E$. Numerically the cost falls short of $c/E$ by 3.2% at $E=0.001\,xW$ and 1.6% at a quarter of that energy, for the parameters below.

## Worked example: a monolayer alloy

Consider conduction electrons in the regime of monolayer Mo$_{0.7}$W$_{0.3}$S$_2$, with rough inputs: mass $0.5\,m_0$, lattice constant 0.32 nm and $W=0.30$ eV. A square grid with the same area per metal site represents the sheet; at long wavelength only $K$ and $s$ matter. Then
$$K=\frac{\hbar^2}{2m}=0.0762\ \text{eV nm}^2,\quad s=\frac{\sqrt3}{2}(0.32)^2=0.0887\ \text{nm}^2,\quad t=\frac Ks=0.859\ \text{eV}.$$
With $|\ln0.7|=0.357$, $c=0.357\,\pi(2.405)^2(0.859)=5.57$ eV.

The mean edge is $0.3\times0.30$ eV = 90 meV. Aim halfway down, at $E=45$ meV. A hard-wall disc has
$$\rho=2.405\sqrt{0.0762/0.045}=3.13\ \text{nm},\qquad n=\pi\rho^2/s=347,$$
and (5) gives $\ln M=5.57/0.045=124$, or $M\sim10^{54}$ sites.

At this depth the plain law is far from its limit. At the same energy, a pure disc with soft walls needs a radius of only 2.10 nm and costs 56. The optimized profile costs 43, so $M\sim e^{43}\approx5\times10^{18}$ sites up to the omitted prefactor and site-scale scattering. A square cell of that size would have a side of about 0.6 m. On the discrete square grid the omitted factors lower $\ln M$ by about 2.4, to $M\sim4\times10^{17}$ and a side near 0.2 m.

| $E/(xW)$ | optimized $\ln M$ | ratio to $c/E$ |
|---:|---:|---:|
| 0.80 | 11.2 | 0.14 |
| 0.50 | 43 | 0.35 |
| 0.20 | 181 | 0.58 |
| 0.05 | 971 | 0.79 |

For $M=10^4$, $\ln M=9.2$, which is below even the first entry. Inserting this $M$ in (5) gives $E_{\min}=605$ meV, far above the mean edge and therefore meaningless. In this model, a randomly sampled cell of $10^4$ sites cannot reach the Lifshitz regime. At 72 meV the estimate is $e^{11.2}\approx7\times10^4$ sites, a cell about 80 nm wide, but that state belongs to the shallow fluctuation tail.

Twenty lattices drawn from the optimal profile for 45 meV had a mean lowest level of 42 meV, with a standard deviation of 3 meV. The profile thus does bind near the intended depth. A calculation can build such a region deliberately to study its state, but its frequency must then come from the probability estimate.

## How far the model can be trusted here

The smooth-profile estimate omits scattering by individual sites, and the real sheet departs from the model in several ways. For a uniform alloy on the square grid, second-order scattering, evaluated at an energy 45 meV below the mean edge, lowers the level by about 11 meV, or 22 meV if a second valley couples equally. The grid's band is about 7 eV wide, and a narrower real band can give a larger shift: capping a triangular-grid band of the same mass at 1 eV doubles it. Relative to the distance from the mean edge, this shift is largest at 72 meV, only 18 meV below that edge, so the tabulated cell size there is an order-of-magnitude estimate at best. Between the first two table entries $\ln M$ changes by about $32/27\approx1.2$ per meV on average, but the slope steepens with depth, from 0.7 per meV at 72 meV to 1.9 per meV at 45 meV. A neglected smooth potential of 10 meV, from strain or charges, therefore shifts $\ln M$ by up to about 9 at 72 meV, and by 15 to 25 at 45 meV, depending on its sign. An error of 10 meV in $W$ matters less, since it moves the mean edge by only 3 meV.

Other effects are smaller. A mass of $0.3\,m_0$ for the W compound raises the soft-disc cost from 56 to 61. A mixing energy per site of $\Omega y(1-y)$ with $\Omega=10$ meV, which favours clustering, frozen in at 1000 K, lowers the cost per pure site by 3% in mean field. Fixed composition in a cell of $10^4$ sites adds 2.6 to the cost of the 347-site disc. Nonparabolicity is of relative order $E/E_{\text{gap}}\approx2\%$, and the spin splitting of about 3 meV in MoS$_2$ is small beside 45 meV. The splitting in WS$_2$ is nearer 30 meV; it makes $W$ differ by roughly $\pm15$ meV between the spins, which changes the optimized cost at 45 meV by about 2. At 300 K the thermal energy is 26 meV, so towards lower energy the Boltzmann factor gains only about $e^{0.04}$ per meV, while the estimated number of states below 72 meV falls by $e^{0.7}$ or more per meV. At this temperature dilute carriers in equilibrium therefore hardly occupy the deep tail. With the slopes above, the two factors become equal near 16 K at 72 meV and near 6 K at 45 meV; at such temperatures and below, the argument no longer applies. None of the smaller effects brings the 45 meV state within reach of a $10^4$-site random cell. The numerical output gives further values.

## Computed results

```
CHAIN TEST: x = 0.3, chain length = 1000 sites
run 14 sites: E/t 0.04676, N sampled 2.015e-03, formula 2.049e-03 per site
  cells with a state: sampled 0.873, formula 0.871 (fraction)
run 17 sites: E/t 0.03214, N sampled 7.016e-04, formula 6.990e-04 per site
  cells with a state: sampled 0.509, formula 0.503 (fraction)
run 20 sites: E/t 0.02344, N sampled 2.338e-04, formula 2.395e-04 per site
  cells with a state: sampled 0.207, formula 0.213 (fraction)
d=2 ball E n^(2/d)/t: lattice limit 18.16, continuum 18.17
d=3 ball E n^(2/d)/t: lattice limit 25.76, continuum 25.65
equal-size test, E n/t: disc 17.84, square 19.19
EXAMPLE: x = 0.30, W = 0.30 eV, mass = 0.50 m0, a = 0.32 nm
K = 0.07620 eV nm2, site area = 0.08868 nm2, t = 0.8593 eV
mean edge = 90.0 meV, target E = 45.0 meV above true edge
cost per pure site = 0.3567, Lifshitz c = 5.568 eV
hard-wall disc: radius 3.13 nm, 347 sites
plain law: ln M = 123.7, log10 M = 53.7 (M in sites)
plain law for M = 10000 sites: E_min = 605 meV
OPTIMAL PROFILE (cost = ln M without prefactor)
E/mean edge 0.80000: cost 11.19, log10 M 4.86, cost/plain 0.1447
E/mean edge 0.50000: cost 42.95, log10 M 18.65, cost/plain 0.3471
E/mean edge 0.20000: cost 180.82, log10 M 78.53, cost/plain 0.5845
E/mean edge 0.05000: cost 971.48, log10 M 421.91, cost/plain 0.7851
E/mean edge 0.00100: cost 59899.90, log10 M 26014.19, cost/plain 0.9682
E/mean edge 0.00025: cost 243518.18, log10 M 105758.60, cost/plain 0.9840
deficit ratio when E falls fourfold = 1.991
E = 72.0 meV: square supercell side = 8.019e+01 nm
E = 45.0 meV: square supercell side = 6.319e+08 nm
central B fraction in optimal profile at target = 0.0031
sampled lattices: mean level 42.2 meV, spread 2.9 meV
NEGLECTED EFFECTS AT TARGET E
soft-wall pure disc: radius 2.10 nm, cost 55.8
outer mass 0.417 m0 (B mass 0.3 m0): soft-disc cost 60.6
second-order shift: one valley 11.2 meV, two valleys 22.3 meV
mixing energy 10 meV at 1000 K: cost per pure site 0.3462
fixed composition, M = 10000: added cost exact 2.65, formula 2.58
nonparabolicity scale E/gap = 2.2 percent (gap 2.0 eV)
rough spin splitting = 3 meV, thermal energy at 300 K = 25.9 meV
```
